# Why Thomas-Fermi theory cannot bind two neutral atoms

A germanium ion driven into a germanium crystal passes close to lattice atoms. At small separation the nuclei repel through incomplete electron screening. Farther out, real atoms can attract and form a bond. Does the simplest density theory of the electrons contain that attraction? Put two neutral atoms at separation $R$, let the electrons relax, and compare the energy with that of two isolated atoms.

## The model and a first guess

I use atomic units in the derivation, clamped point nuclei of charges $Z_1,Z_2>0$, and finite $R>0$. Distances from the nuclei are $r_1,r_2$; $\rho\ge0$ is the electron number density. Define

$$F_V[\rho]=\frac35\gamma\int\rho^{5/3}-\int V\rho+D(\rho,\rho),\qquad \gamma=\frac{(3\pi^2)^{2/3}}2,$$

$$D(f,g)=\frac12\iint\frac{f(x)g(y)}{|x-y|}\,d^3x\,d^3y,\qquad V=\frac{Z_1}{r_1}+\frac{Z_2}{r_2}.$$

The molecular energy is $\min F_V+Z_1Z_2/R$. Gradient, exchange and correlation terms are absent. $E_{\rm int}(R)$ denotes this energy minus the two atomic minima. The claim is $E_{\rm int}(R)>0$.

Start with atom 1 and a tiny bare charge $\zeta$ at distance $R$. If the electrons stay frozen, the energy cost is $\zeta\phi_1(R)$, where $\phi_1$ is the total potential of atom 1. Incomplete screening suggests a positive cost. A full second atom adds two things: the electrons respond, and the new nucleus brings electrons of its own. Both must be controlled.

## One minimum, and it is neutral

Do not fix the electron number yet. Admit every $\rho\ge0$ with finite $\int\rho^{5/3}$ and $D(\rho,\rho)$. For a fixed length $s$, split

$$\frac1r=w(r)+y(r),\quad w=\left(\frac1r-\frac1s\right)_+,\quad y=\min\left(\frac1r,\frac1s\right).$$

Here $w\in L^{5/2}$, because $\int w^{5/2}\le4\pi\int_0^s r^{-1/2}dr=8\pi\sqrt s$. The part $y$ is the potential of a unit charge on a sphere of radius $s$. Let $W$ be the sum of the nuclear cores $Z_jw$, and $\tau$ the sum of the shell charges. $D$ is positive, since $D(f,f)=(8\pi)^{-1}\int|\nabla u|^2$ for the potential $u$ of $f$. Hence $2D(\tau,\rho)\le\frac12D(\rho,\rho)+2D(\tau,\tau)$ and, with Hölder's inequality,

$$F_V\ge\frac35\gamma\|\rho\|_{5/3}^{5/3}-\|W\|_{5/2}\|\rho\|_{5/3}+\frac12D(\rho,\rho)-2D(\tau,\tau).$$

So $F_V$ is bounded below, and a minimizing sequence is bounded in both norms. A subsequence converges weakly. The attraction, linear and continuous in these norms, converges; the two convex terms cannot rise in the limit. A minimizer therefore exists. Strict convexity of $\rho^{5/3}$ makes it unique.

Small variations with $\rho\ge0$ give

$$\gamma\rho^{2/3}=\max(\phi,0),\qquad \phi=V-\rho*\frac1r .$$

The electron potential $\rho*1/r$ is continuous and vanishes at infinity. For its $w$ part this follows because $\rho\in L^{5/3}$ and $w\in L^{5/2}$ have dual exponents. For the $y$ part, write it as $2D(\sigma_x,\rho)$ with a unit shell $\sigma_x$ centred at $x$. Continuity follows from $D(\sigma_x-\sigma_{x'},\sigma_x-\sigma_{x'})\to0$ as $x'\to x$. For the decay, the density outside a large ball contributes little by Cauchy-Schwarz, uniformly in $x$, and the density inside contributes nothing as $x\to\infty$.

If $\phi<0$ somewhere, that region excludes the nuclei and has $\rho=0$. There $\phi$ is harmonic with zero boundary values, also at infinity, so it must vanish: a contradiction. Thus $\phi\ge0$, and away from the nuclei Poisson's equation gives

$$\nabla^2\phi=k\phi^{3/2},\qquad k=4\pi\gamma^{-3/2}.$$

Let $Z$ be the total nuclear charge, $N(r)$ the electron number inside a sphere enclosing the nuclei, and $N$ the total. The spherical mean of $\phi$ is

$$\bar\phi(r)=\frac{Z-N(r)}r-\int_{|x|>r}\frac{\rho(x)}{|x|}d^3x\ge0.$$

Thus $N(r)\le Z$, and so $N\le Z$. Suppose $N<Z$. The last integral times $r$ is at most $N-N(r)\to0$, so $\bar\phi\ge c/r$ at large $r$ with $c=(Z-N)/2$. The mean of $\phi^{3/2}$ is at least $\bar\phi^{3/2}$ by Jensen's inequality. The electron number would then contain $\int r^2r^{-3/2}dr=\infty$, a contradiction. Hence $N=Z$: the free minimum is the neutral one. The same argument covers each atom.

**Limit: one atom.** Set $\rho(x)=Z^2f(Z^{1/3}x)$. Each term of $F_V$ then scales as $Z^{7/3}$, so the atomic energy is $-C_0Z^{7/3}$ with a constant $C_0>0$. Inward integration of the radial equation gives $-68.0$ keV for germanium, $Z=32$.

## Comparing the potentials

Now grow nucleus 2. Let its charge be $\zeta>0$, with the system neutral at each stage. Denote the molecular potential by $\phi_m$, the isolated second atom's by $\phi_\zeta$, and the corresponding densities by $\rho_m,\rho_\zeta$. Consider

$$g=\phi_m-\phi_\zeta .$$

At nucleus 2 the singularities $\zeta/r_2$ cancel, so $g$ is continuous there. At nucleus 1, $g\to+\infty$. Where $g<0$,

$$\nabla^2g=k(\phi_m^{3/2}-\phi_\zeta^{3/2})\le0 .$$

This holds across nucleus 2 too, as the point charges have cancelled. Such a function is superharmonic; with zero boundary values it cannot be negative. Therefore $g\ge0$.

Strict positivity needs one more argument. Suppose $g(x_0)=0$. For $a\ge b\ge0$, $a^{3/2}-b^{3/2}\le\frac32a^{1/2}(a-b)$, so $0\le\nabla^2g\le\frac32k\phi_m^{1/2}g$. In a small ball around $x_0$ that contains no nucleus except possibly $x_0$ itself, the coefficient of $g$ is at most $C|x-x_0|^{-1/2}$. Let $m(r)$ be the spherical mean of $g$ about $x_0$ and $M(r)$ its largest value up to $r$. Integrating $(r^2m')'=r^2\,\overline{\nabla^2g}$ twice from $m(0)=0$,

$$m(r)\le CM(r)\int_0^r\frac{ds}{s^2}\int_0^s t^{3/2}dt
=\frac{4C}{15}r^{3/2}M(r).$$

The right side increases with $r$, so it also bounds $M(r)$. For small $r$ its factor is below one, forcing $M=0$. Thus the zero set of $g$ is open; by continuity it is also closed. Space without nucleus 1 is connected, so one zero would make $g$ vanish throughout it. That contradicts $g\to\infty$ at nucleus 1. Hence $g>0$.

An upper bound follows in the same way. Let $S=\phi_1+\phi_\zeta$. Since $(a+b)^{3/2}\ge a^{3/2}+b^{3/2}$, wherever $S<\phi_m$ we have

$$\nabla^2(S-\phi_m)\le k(S^{3/2}-\phi_m^{3/2})\le0,$$

which again excludes a negative region. So $\phi_m\le S$. Write $R_2$ for the position of nucleus 2 and $g_\zeta$ for $g$ at charge $\zeta$. Then

$$0<g_\zeta(R_2)\le\phi_1(R).$$

**Limit: a weak second nucleus.** I first need a tail bound. The function $A/r^4$ solves the same equation away from the origin if $12A=kA^{3/2}$, that is $A=144/k^2=9\gamma^3/\pi^2$. It exceeds $\phi_1$ near the nucleus, and comparison gives $\phi_1\le A/r_1^4$ everywhere. Next,

$$(a+b)^{3/2}-a^{3/2}-b^{3/2}\le\frac32a^{1/2}b,$$

because the $b$ derivative of the left side is $\frac32(\sqrt{a+b}-\sqrt b)\le\frac32\sqrt a$. Since $\phi_m\le S$ and $\phi_\zeta\le\zeta/r_2$,

$$\phi_1(R)-g_\zeta(R_2)=\int\frac{\rho_m-\rho_1-\rho_\zeta}{r_2}d^3x
\le\frac{3\zeta}{2\gamma^{3/2}}\int\frac{\phi_1^{1/2}}{r_2^2}d^3x .$$

The integral converges at both nuclei and, by the tail bound, at infinity. Call $g_\zeta(R_2)$ the potential gap. It tends to $\phi_1(R)$ as $\zeta\to0$, which recovers the first guess. For $Z_1=32$ and $R=0.050$ nm, a numerical solution gives $\phi_1(R)=124.3$ V. The gap is 123.7 V at $\zeta=0.0126$ and 44.9 V at $\zeta=30.74$. By the last equality, the reduction comes from the difference between the molecular density and the sum of the two atomic densities. It is large here, but it does not reverse the sign of the gap.

## Growing the second atom

Let $e(\zeta)$ be the minimum electronic energy and $a(\zeta)=\int\rho_m/r_2$. Using the minimizer at one charge as a trial density at another, for $\zeta'>\zeta$, gives

$$(\zeta'-\zeta)a(\zeta)\le e(\zeta)-e(\zeta')\le(\zeta'-\zeta)a(\zeta').$$

Thus $a$ is nondecreasing. Divide $[0,Z_2]$ into $n$ equal pieces and sum. The upper and lower sums differ by $Z_2[a(Z_2)-a(0)]/n\to0$, so

$$e(Z_2)-e(0)=-\int_0^{Z_2}a(\zeta)d\zeta .$$

No smoothness of the density in $\zeta$ has been assumed, and the endpoint $\zeta=0$ is included. The isolated second atom obeys the same formula with $a_2(\zeta)=\int\rho_\zeta/r_2$. The nuclear repulsion adds $Z_1/R$ per unit of $\zeta$. At nucleus 2,

$$g_\zeta(R_2)=\frac{Z_1}R-a(\zeta)+a_2(\zeta).$$

At $\zeta=0$ the interaction energy is zero. Therefore

$$\boxed{E_{\rm int}(R)=\int_0^{Z_2}g_\zeta(R_2)\,d\zeta>0.}$$

This is Teller's theorem for the diatomic. It fixes the sign of the energy relative to infinity; it does not by itself say that the energy falls steadily with $R$.

**Limit: large separation.** The bound on $g$, used with either atom as the growing one, gives

$$0<E_{\rm int}(R)\le\min[Z_2\phi_1(R),Z_1\phi_2(R)]\le\frac{A\min(Z_1,Z_2)}{R^4}.$$

So the sum of atomic energies is the true limit at infinity. For charges 32 and 8 at 0.050 nm, the first bound is $8\times124.263=994.1$ eV and the second is 1679.8 eV. The computed energy is 708.2 eV.

**Limit: small separation.** Since $\phi_1\le Z_1/r_1$, $E_{\rm int}\le Z_1Z_2/R$. For a lower bound, note that $\min F_V$ is concave in $V$. With $Z=Z_1+Z_2$, write $V$ as the average of $Z/r_1$ and $Z/r_2$ with weights $Z_1/Z$ and $Z_2/Z$. Then $\min F_V\ge-C_0Z^{7/3}$, and

$$0\le\frac{Z_1Z_2}R-E_{\rm int}\le C_0\left(Z^{7/3}-Z_1^{7/3}-Z_2^{7/3}\right).$$

The right side does not depend on $R$, so $R\,E_{\rm int}\to Z_1Z_2$: bare Coulomb repulsion. For two germanium atoms the constant is $(2^{7/3}-2)\times68.0\approx207$ keV.

## Germanium on germanium

For numbers I use an energy functional of the potential. For any charge density $\tau$, $D(\rho-\tau,\rho-\tau)\ge0$ gives $D(\rho,\rho)\ge2D(\rho,\tau)-D(\tau,\tau)$. Choose $\tau$ with potential $V-S-\psi$, where now $S=\phi_1+\phi_2$. Minimizing over $\rho$ point by point and subtracting the atoms yields

$$E_{\rm int}\ge Z_2\phi_1(R)+\int\rho_1\phi_2+\int(\rho_1+\rho_2)\psi-\frac1{8\pi}\int|\nabla\psi|^2$$
$$\qquad-\frac2{5\gamma^{3/2}}\int\left[(S+\psi)_+^{5/2}-\phi_1^{5/2}-\phi_2^{5/2}\right].$$

Equality holds for $\psi=\phi_m-S$. I maximized the right side by Newton iteration, with splines and Legendre polynomials in prolate spheroidal coordinates. The frozen density $\rho_1+\rho_2$, inserted in the original functional, gives an upper bound.

| $R$ (nm) | $E_{\rm int}$ (eV) | Frozen atoms (eV) | $Z\phi_1(R)$ (eV) |
|---:|---:|---:|---:|
| 0.020 | 18273 | 18970 | 25179 |
| 0.050 | 2021.2 | 2111.9 | 3976.4 |
| 0.100 | 223.9 | 234.1 | 717.9 |
| 0.150 | 48.1 | 50.3 | 231.7 |
| 0.245 | 5.80 | 6.06 | 52.40 |

The frozen-atom bound lies about 4 to 5% above the relaxed energy throughout this range. The simple bound $Z\phi_1$ loosens from 1.4 to 9 times that energy. At 0.050 nm, the charging integral with eight quadrature points gives 2020.9 eV, 0.02% below the tabulated value.

## What the model leaves out

Because the energy is stationary, a small added term changes it to first order by that term's value on the Thomas-Fermi densities. Dirac exchange is $-C_x\int\rho^{4/3}$, with $C_x=\frac34(3/\pi)^{1/3}$. The second-order gradient term is $\frac1{72}\int|\nabla\rho|^2/\rho$. The latter diverges at each nucleus, but its molecule-minus-atoms difference is finite; I use it as a measure of size.

| $R$ (nm) | Exchange change (eV) | Gradient change (eV) |
|---:|---:|---:|
| 0.020 | −733 | −163 |
| 0.050 | −244 | −54 |
| 0.100 | −66.5 | −14.8 |
| 0.245 | −6.17 | −1.37 |

The two columns keep a constant ratio, which has a derivation. With $\rho=(\phi/\gamma)^{3/2}$, the gradient term is $\frac1{32}\gamma^{-3/2}\int\phi^{-1/2}|\nabla\phi|^2$. Write $\phi^{-1/2}\nabla\phi=2\nabla\phi^{1/2}$ and integrate by parts. In the molecule-minus-atoms difference, written $\Delta$, the surface terms around the nuclei vanish as $r^{1/2}$. What remains is $-\frac{\pi}{4}\gamma^{-3}\Delta\int\phi^2$. The exchange change is $-C_x\gamma^{-2}\Delta\int\phi^2$. Their ratio is $\pi/(4\gamma C_x)=2/9$.

In a head-on collision with an equal-mass atom at rest, half the ion's kinetic energy is available for the approach. If this static energy is the potential, 0.020 nm is reached at about 37 keV and 0.050 nm at about 4 keV. At 0.020 nm the exchange and gradient changes total 5% of $E_{\rm int}$; at 0.050 nm they total 15%, and at 0.100 nm 36%. The relativistic scale $(Z\alpha)^2$, with $\alpha$ the fine-structure constant, is 0.055; it is not an energy correction. Electronic excitation by the moving ion is also omitted and has not been sized.

At 0.245 nm, roughly the crystal bond length, the exchange change alone exceeds $E_{\rm int}$ in magnitude. A first-order estimate is then uncontrolled and cannot decide whether the atoms bind. For comparison, I computed triplet Ge$_2$ (the $^3\Sigma_g^-$ configuration $\sigma_g^2\pi_u^2$; the other low triplet, $^3\Pi_u$, was not compared) at this fixed distance with all-electron, spin-polarized Kohn-Sham theory in the local density approximation. Relative to two triplet atoms its energy is $-3.80$ eV in the def2-TZVP basis, and def2-SVP gives the same value to 0.01 eV. Agreement between these two bases does not prove convergence. This reference is approximate and nonrelativistic, and basis superposition was not removed. It differs from Thomas-Fermi theory by 9.6 eV and has the opposite sign.

The proof shows where its reach ends. It used neutrality to identify the free minimum, convexity to obtain one minimizer, and a local relation between density and potential to compare solutions. A fixed net charge removes the first, Dirac exchange disturbs the convexity, and a gradient term destroys the local relation. For those models this proof no longer decides the sign; the orbital calculation gives an explicit case of attraction outside Thomas-Fermi theory.
